\section*{Copper Depletion and Incubation Time in Electromigrating Al–Cu Lines}

\section{What goes wrong with the simple estimate}

An aluminium line with a little copper resists electromigration until the current has carried the copper away from the cathode end. A simple estimate lets a sharp copper-free region grow to the critical length $l_c$ above which aluminium can drift. For the line treated below this gives 185 h. The model derived here gives about 450 h with the same parameters.

The missing ingredient is back-diffusion. Copper spreads upstream against the electron wind, so the depleted region still contains copper, and ``swept clean'' has no definite meaning. One must name a protective concentration $c_p$ below which aluminium becomes mobile. The incubation time $t_{\rm inc}$ is then the time at which $c=c_p$ at $x=l_c$. It marks the onset of sustained aluminium drift. The later growth of a void to an open circuit takes additional time, which is not included.

\section{Model and sign conventions}

Electrons flow towards $+x$ from a cathode contact at $x=0$ that passes neither metal. The wind pushes both metals towards $+x$, with forces
\begin{equation}
F=Z_{\rm Cu}e\rho j,\qquad F_{\rm Al}=Z_{\rm Al}e\rho j ,
\end{equation}
where $j$ is the magnitude of the current density, $\rho$ the resistivity, and the $Z$'s are magnitudes of effective charges.

Concentrations are fractions of lattice sites. The total copper content $C_0$ exceeds the solubility $c_s$; the excess sits in finely spread precipitates in local equilibrium with dissolved copper $c$. Copper moves along grain boundaries of width $\delta$ in grains of size $d$. Boundaries fill a fraction $\delta/d$ of the cross-section and hold copper at concentration $Sc$, so the line-averaged diffusivity and drift velocity are
\begin{equation}
D=S\frac{\delta}{d}D_{\rm gb},\qquad v=\frac{DF}{kT}=\frac{D}{\lambda},\qquad \lambda=\frac{kT}{F}.
\end{equation}
This requires boundaries that run continuously along the line. The length $\lambda$ is the distance over which the wind does work $kT$ on a copper atom.

Aluminium is taken as immobile where $c\ge c_p$. The line is long enough that the depletion front stays far from the anode, and the volume of departed copper is made up without stress. The last two sections examine these idealizations. Define
\begin{equation}
\varepsilon=\frac{c_s}{C_0},\qquad r=\frac{c_p}{c_s}<1,\qquad \Lambda=\ln\frac1r,\qquad \ell=\frac{l_c}{\lambda}.
\end{equation}

\section{The critical length}

Let $\sigma$ be the stress, positive in tension. Tension lowers the chemical potential of aluminium by $\Omega\sigma$, with $\Omega$ the atomic volume, so atoms are drawn towards tension and
\begin{equation}
J_{\rm Al}=\frac{D_{\rm Al}}{kT}\left(F_{\rm Al}+\Omega\frac{\partial\sigma}{\partial x}\right).
\end{equation}
Consider an unprotected zone $0<x<l$. It is blocked by the contact on one side and by immobile aluminium on the other. Drift stops when the bracket vanishes, hence
\begin{equation}
\sigma(0)-\sigma(l)=\frac{F_{\rm Al}l}{\Omega}.
\end{equation}
If the zone can support at most a stress difference $\Delta\sigma_c$, drift is sustained for $l>l_c$, with
\begin{equation}
l_c=\frac{\Omega\Delta\sigma_c}{Z_{\rm Al}e\rho j}.
\end{equation}

This uses the settled stress. Removing a fraction of the atoms raises the tension by the confinement modulus $B$ times that fraction, so $\partial_t\sigma=B\,\partial_xJ_{\rm Al}$. Inserting the flux gives diffusion of stress with coefficient $\kappa=D_{\rm Al}B\Omega/kT$, and a settling time of order $l_c^2/\kappa$.

\section{Copper balance at the moving front}

Let precipitates survive for $x>s(t)$. There $c=c_s$ is uniform and the copper flux is $vc_s$. Behind the front,
\begin{equation}
J=vc-D\frac{\partial c}{\partial x},\qquad \frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x},\qquad J(0)=0,\qquad c(s)=c_s .
\end{equation}
When the front advances by $ds$, the copper content of that slice falls from $C_0$ to $c_s$. The loss equals outflow minus inflow:
\begin{align}
(C_0-c_s)\frac{ds}{dt}&=J(s^+)-J(s^-)\nonumber\\
&=vc_s-\left(vc_s-D\left.\frac{\partial c}{\partial x}\right|_{s^-}\right)
=D\left.\frac{\partial c}{\partial x}\right|_{s^-}.
\end{align}
There is also an integral balance. The region behind the front held $C_0s$ at the start and now holds $\int_0^s c\,dx$. The difference has left through the saturated region at the constant rate $vc_s$:
\begin{equation}
C_0s-\int_0^s c\,dx=vc_st .
\label{balance}
\end{equation}

Measure length in $\lambda$, time in $\lambda/v$ and concentration in $c_s$, writing $u=c/c_s$ and $\tau=vt/\lambda$. From here to the end of the next section $x$ and $s$ are in units of $\lambda$. Since $D=v\lambda$,
\begin{equation}
u_\tau=(u_x-u)_x,\qquad (u_x-u)_{x=0}=0,\qquad
\left(\frac1\varepsilon-1\right)\frac{ds}{d\tau}=u_x(s^-),
\label{scaled}
\end{equation}
and (\ref{balance}), divided by $C_0\lambda$, becomes $s-\varepsilon m=\varepsilon\tau$ with $m=\int_0^s u\,dx$.

\section{Solution for a large copper reservoir}

\subsection{Leading order}

For $\varepsilon\ll1$ the front moves slowly, and the profile behind it is nearly steady. A steady profile with a blocked wall carries no flux: $u_x=u$. With $u(s)=1$,
\begin{equation}
u_0=e^{x-s}.
\end{equation}
The incubation condition $u_0(\ell)=r$ gives $s=\ell+\Lambda$. Restoring units, and using $C_0s\simeq vc_st$,
\begin{equation}
s_0=l_c+\lambda\ln\frac{c_s}{c_p},\qquad
t_0=\frac{C_0}{vc_s}\left(l_c+\lambda\ln\frac{c_s}{c_p}\right).
\label{leading}
\end{equation}
The precipitates must vanish well beyond $l_c$, because copper behind the front still protects aluminium over a distance $\lambda\Lambda$.

\subsection{First correction}

The copper remaining behind the front shortens the time slightly. The profile, however, is also not quite steady, and this effect is of the same order. Put $u=u_0+\varepsilon u_1$. Since $u_{0,x}(s)=1$, (\ref{scaled}) gives $ds/d\tau=\varepsilon+O(\varepsilon^2)$, so $u_{0,\tau}=-\varepsilon e^{x-s}$. At order $\varepsilon$,
\begin{equation}
(u_{1,x}-u_1)_x=-e^{x-s}.
\end{equation}
Integration from the wall, where the flux is zero, yields
\begin{equation}
u_{1,x}-u_1=-e^{x-s}+e^{-s}.
\end{equation}
Set $u_1=e^xg$, so that $u_{1,x}-u_1=e^xg_x$ and $g_x=-e^{-s}(1-e^{-x})$. Because $u(s)=1$ already holds for $u_0$, $g(s)=0$. Therefore
\begin{align}
g(x)&=e^{-s}\int_x^s(1-e^{-y})\,dy
=e^{-s}\left[s-x-e^{-x}+e^{-s}\right],\\
u&=e^{x-s}\left\{1+\varepsilon\left[s-x-e^{-x}+e^{-s}\right]\right\}+O(\varepsilon^2).
\label{profile}
\end{align}
Take the logarithm of $u(\ell)=r$. Inside the small bracket the leading values $s-\ell=\Lambda$ and $e^{-s}=re^{-\ell}$ suffice:
\begin{equation}
s=\ell+\Lambda+\varepsilon\left[\Lambda-(1-r)e^{-\ell}\right]+O(\varepsilon^2).
\label{front}
\end{equation}
The stored copper is $m=\int_0^s e^{x-s}dx=1-e^{-s}=1-re^{-\ell}$ to leading order. Then $\tau=s/\varepsilon-m$ gives
\begin{align}
\tau&=\frac{\ell+\Lambda}{\varepsilon}+\Lambda-(1-r)e^{-\ell}-1+re^{-\ell}+O(\varepsilon),\nonumber\\
t_{\rm inc}&=\frac{\lambda}{v}\left[\frac{\ell+\Lambda}{\varepsilon}+\Lambda-1-(1-2r)e^{-\ell}+O(\varepsilon)\right].
\label{result}
\end{align}
The profile (\ref{profile}) holds up to the wall if $\varepsilon$ and $\varepsilon s$ are both small. When the wall is remote, the time does not need the second condition, as the second limit below shows.

\subsection{Two limits}

If $r\to1$, incubation ends when the front itself reaches $l_c$. Then $s=\ell$ and $m=1-e^{-\ell}$, so $\tau=\ell/\varepsilon-1+e^{-\ell}$, as (\ref{result}) gives for $\Lambda=0$.

If $(1-\varepsilon)\ell\gg1$, the wall is remote and the profile travels with speed $\varepsilon$. In the moving frame the flux vanishes, $u-u_x-\varepsilon u=0$, so $u=e^{(1-\varepsilon)(x-s)}$. The front condition in (\ref{scaled}) is satisfied, since both sides equal $1-\varepsilon$. Now $s=\ell+\Lambda/(1-\varepsilon)$ and $m=1/(1-\varepsilon)$, whence
\begin{equation}
\tau=\frac{\ell+\Lambda}{\varepsilon}+\frac{\Lambda-1}{1-\varepsilon}.
\end{equation}
For small $\varepsilon$ this agrees with (\ref{result}) without its $e^{-\ell}$ term.

\section{Current and temperature dependence}

At fixed metal temperature and material parameters, $l_c$ and $\lambda$ vary as $1/j$ and $v$ as $j$. Hence $\lambda/v\propto j^{-2}$, while
\begin{equation}
\ell=\frac{Z_{\rm Cu}}{Z_{\rm Al}}\frac{\Omega\Delta\sigma_c}{kT}
\end{equation}
does not contain $j$. So $t_{\rm inc}\propto j^{-2}$ in this model. A larger current does not make the sharp-front estimate better, because it shortens $l_c$ and $\lambda$ together.

For temperature, write $\beta=1/kT$, $D\propto e^{-\beta Q}$ and $c_s\propto e^{-\beta H}$, and hold $r$ and $\Delta\sigma_c$ fixed. Here $Q$ includes any temperature dependence of $S$. From (\ref{leading}) with $v=D/\lambda$, $t_0=C_0\lambda s_0/(Dc_s)$. At fixed resistivity $\lambda=1/(\beta F)$, so $d\ln\lambda/d\beta=-kT$ and $ds_0/d\beta=-kT\lambda\Lambda$. Differentiating $\ln t_0$ gives $Q+H-kT(1+\lambda\Lambda/s_0)$. If $\rho\propto T^p$, the factor $\rho^{-2}\propto\beta^{2p}$ adds $2p\,kT$:
\begin{equation}
E_{\rm app}=\frac{d\ln t_0}{d\beta}=Q+H-kT\left(1+\frac{\lambda\Lambda}{s_0}\right)+2p\,kT .
\end{equation}
The solution enthalpy $H$ enters because heating puts more copper into its mobile, dissolved form. If $r$ depends on temperature, there is a further term $(\lambda/s_0)\,d\Lambda/d\beta$.

\section{Above the solvus}

When $C_0<c_s$ there are no precipitates, and (\ref{result}) does not apply. The initial state is then $c=C_0$ everywhere. With $u=c/C_0$ the scaled equation is still $u_\tau=(u_x-u)_x$, with a blocked wall and $u=1$ at the start. No further parameter appears, so the condition $u(\ell,\tau)=c_p/C_0$ implies
\begin{equation}
t_{\rm inc}=\frac{\lambda}{v}\,f\!\left(\ell,\frac{c_p}{C_0}\right)
\end{equation}
with a dimensionless function $f$. The $j^{-2}$ law survives at fixed temperature, but the reservoir factor $C_0/c_s$ is gone, and with it the contribution $H$ from that factor. If $c_p$ depends on temperature, $f$ adds a contribution of its own, so the apparent energy above the solvus need not be the lower one. A test above the solvus should therefore not be extrapolated below it with one activation energy.

\section{Worked example: Al--0.5 wt\% Cu}

The inputs are rough typical values for a fine-grained line at $T=473$ K and $j=1$ MA/cm$^2$: $\rho=5\ \mu\Omega\,$cm, $Z_{\rm Cu}=6$, $Z_{\rm Al}=4$, $\Delta\sigma_c=200$ MPa, $S=3$, $\delta=0.5$ nm, $d=1\ \mu$m and $D_{\rm gb}=10^{-8}$ cm$^2$/s. The alloy holds $C_0=0.213$ at\% Cu, with $c_s=0.030$ and $c_p=0.010$ at\%. Thus $\varepsilon=0.141$ and $\Lambda=1.099$.

The effective diffusivity is $3\times(0.5/1000)\times10^{-8}=1.5\times10^{-11}$ cm$^2$/s. The field is 5 V/cm, so
\begin{equation}
\lambda=\frac{0.04076\ {\rm eV}}{6\times5\ {\rm eV/cm}}=13.6\ \mu{\rm m}.
\end{equation}
The critical length is $l_c=10.4\ \mu$m, which gives $\ell=0.763$ and $jl_c\simeq1040$ A/cm. The drift velocity is 0.397 $\mu$m/h and $\lambda/v=34.2$ h. Equation (\ref{result}) becomes
\begin{align}
t_{\rm inc}&=34.2\ {\rm h}\left[\frac{0.763+1.099}{0.141}+0.099-0.333\,e^{-0.763}\right]\nonumber\\
&\simeq 450\ {\rm h}\simeq19\ {\rm days}.
\end{align}
This is 2.4 times the sharp-front value. The depletion front must reach about 27 $\mu$m, and the line must be longer than that.

The correction moves the front from 25.3 to 26.8 $\mu$m but changes the time by only 2 h. For these values of $r$ and $\ell$ the delay from the farther front nearly cancels the saving from copper left behind. The choice of $c_p$ matters more: halving it adds $\lambda\ln2=9.4\ \mu$m to $s_0$, which lengthens the leading time by 37\%.

These results were tested by direct integration of copper conservation on a fixed grid. That calculation follows total copper and caps the dissolved part at $c_s$; it uses neither the front law nor the profile. It gave 449 h, a front at 26.9 $\mu$m and a wall concentration of $0.160c_s$. Equation (\ref{profile}), evaluated at that front position, also gives $0.160c_s$. Doubling the current at fixed temperature gave 112 h, an exponent of 2.00. Because the correction nearly cancels here, a second case was tested with $\ell=1$, $r=0.05$ and $\varepsilon=0.1$. The integration gave $\tau=41.70$, against 41.62 from (\ref{result}) and 39.96 at leading order.

With $Q=0.80$ eV, $H=0.42$ eV and $p=1.1$, the leading activation energy is
\begin{equation}
E_{\rm app}=1.22-0.0408\times1.59+2.2\times0.0408\simeq1.24\ {\rm eV}.
\end{equation}
This value holds for fixed $r$. If $c_p$ itself is fixed, $d\Lambda/d\beta=-H$ and the further term lowers $E_{\rm app}$ to about 1.0 eV. With these inputs the solvus lies near 580 K, so the reservoir picture applies at the test temperature.

\section{Neglected effects and real lines}

\paragraph{Stress settling.} With $D_{\rm gb}=10^{-8}$ cm$^2$/s also for aluminium and $B=50$ GPa, $l_c^2/\kappa=0.47$ h, far below the incubation time. Integrating the stress equation from zero stress for this duration gave a drop of 200 MPa across $l_c$, which tests the critical-length formula.

\paragraph{Slow grain interiors.} Dissolved copper inside grains must diffuse to a boundary before it can drift. With a lattice diffusivity of $10^{-15}$ cm$^2$/s, the slowest slab mode takes $d^2/(\pi^2D_{\rm lat})=281$ h, which is not short. Suppose that the precipitates sit on the boundaries and dissolve straight into them. If the interiors are frozen, precipitates alone feed the current: $(C_0-c_s)s_0=vc_st$, or 388 h. Exchange through the slowest slab mode alone gives 429 h, 5\% below (\ref{result}); with the faster modes included the time is about 432 h, 4\% below. Precipitates inside the grains would release their copper more slowly; these estimates do not cover that case.

\paragraph{Lost copper volume.} If nothing replaces the departed copper, a tension of about $BC_0=107$ MPa develops behind the front. It draws copper back towards the cathode. If the dissolved level behind the front rises by the factor $e^{\Omega\sigma/kT}$, $s_0$ moves outwards by $\lambda\Omega\sigma/kT$ and the time lengthens by about 15\%. If the solubility stays at $c_s$, the front spreads into a zone of partly dissolved precipitates instead, and the time lengthens by about 13\%. A uniform tension does not change a stress difference. But if $\Delta\sigma_c$ stands for a largest tension at the cathode, with the downstream end of the zone kept at the background stress, the background uses up about half of it, which shortens the time by about 22\%. These are separate estimates for the uncompensated case, not a corrected lifetime.

\paragraph{Stress pull on copper.} In the zone where aluminium is mobile, the stress gradient opposes copper drift. At zero flux the profile downstream of the point $c=c_p$ is fixed by $u_x=u$ and $u(s)=1$, so $s_0$ is unchanged. If copper feels the full $\Omega\,\partial_x\sigma$, its net force still points downstream, and its profile in this zone lies between the exponential and a constant. The stored copper then changes by at most an amount worth 0.6\% of $t_{\rm inc}$. This bounds only the storage effect. The weaker net force also reduces the copper flux leaving this zone, which at order $\varepsilon$ moves the front inwards by about 0.4 $\mu$m. For the values used here, with one third of the wind force left, the two effects together shorten the time by about 2\%.

\paragraph{Joule heating.} For metal 0.5 $\mu$m thick on 1 $\mu$m of oxide with conductivity 1.4 W/(m K), heat flow straight down gives a rise of 1.8 K and shortens the time by 11\%. The rise grows as $j^2$, so a series taken at fixed ambient temperature shows an exponent above 2 in this model.

\paragraph{Comparison with real interconnects.} The alloy, temperature and current density are representative of accelerated tests on aluminium interconnects; the diffusivities and $c_p$ are rough, and $t_{\rm inc}$ scales as $1/D$. The most demanding assumption is that protected aluminium stands still. A mobility ratio $\mu=1.3\times10^{-3}$ of protected to unprotected aluminium gives a free drift of only 50 nm during incubation, but in a confined line this is already too much. Before any copper depletion is counted, the stress equation gives a cathode tension $2(F_{\rm Al}/\Omega)\sqrt{\mu\kappa t/\pi}$, which for this $\mu$ passes 200 MPa near 290 h and is about 250 MPa at 450 h. The ratio must therefore lie below about $8\times10^{-4}$; at $3\times10^{-4}$ the critical stress difference is still reached near 450 h. At $\mu=1.3\times10^{-2}$ the tension reaches 200 MPa after about 30 h, and a void could form long before the incubation time derived here. In lines narrower than the grain size the boundary path is interrupted, and the expression for $D$ fails.

\paragraph{Extrapolation to use.} At 378 K and 0.3 MA/cm$^2$, with $r$ and $\Delta\sigma_c$ held fixed, the formula gives $1.1\times10^7$ h, about 1200 years. The critical length is then 44 $\mu$m and the front must reach 95 $\mu$m, so shorter lines fall outside the derivation. Fixed $r$ means that $c_p$ falls together with $c_s$, here to 0.00075 at\%. If $c_p$ stayed at 0.010 at\%, it would exceed $c_s$ below about 427 K ($c_s=0.0023$ at\% at 378 K); dissolved copper would then not protect the aluminium, and the formula would not apply. The figure shows how strongly the copper-sweeping step slows down within the model at fixed $r$. It is not a predicted service life, since leakage of protected aluminium or another failure path may act first. The numerical output lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 473 K; current: 1.0 MA/cm2
Resistivity: 5.0 microohm cm; power p: 1.1
Effective charge magnitudes Cu, Al: 6, 4
Atomic volume: 0.0166 nm3
Critical stress difference: 200 MPa
Alloy Cu: 0.5 wt%; C0: 0.2129 at%
Saturated Cu: 0.030 at%; protective Cu: 0.010 at%
eps: 0.1409; r: 0.3333; Lambda: 1.0986
Q: 0.80 eV; H: 0.42 eV; kT: 0.04076 eV
Cu boundary diffusivity: 1.0e-08 cm2/s
Segregation ratio: 3.0
Boundary width: 0.5 nm; grain: 1.0 um
Effective Cu diffusivity: 1.50e-11 cm2/s
Electric field: 5.00 V/cm
Diffusion length lambda: 13.59 um
Critical length: 10.36 um; ell: 0.7626
Critical current-length product: 1036 A/cm
Cu drift velocity: 0.3974 um/h; lambda/v: 34.18 h
Front position, leading: 25.29 um
Front position, corrected: 26.80 um
Front position, simulation: 26.91 um
Wall Cu / saturated, formula: 0.1597
Wall Cu / saturated, simulation: 0.1602
Naive time: 185.0 h; leading: 451.6 h
Incubation time, formula: 449.6 h = 18.7 days
Incubation time, simulation: 448.9 h
Time ratio to naive estimate: 2.430
Doubled-current time, simulation: 112.2 h
Current exponent, simulation: 2.000
Hard case: ell=1, r=0.05, eps=0.1, time in lambda/v
Hard case leading, corrected: 39.957, 41.622
Hard case simulation: 41.698
Activation energy, fixed resistivity: 1.155 eV
Activation energy, varying resistivity: 1.245 eV
Activation energy, corrected time: 1.247 eV
Solvus temperature: 584 K
Al boundary diffusivity: 1.0e-08 cm2/s
Confinement modulus: 50 GPa
Stress settling time: 0.469 h
Stress drop, simulation: 199.99 MPa
Lattice Cu diffusivity: 1.0e-15 cm2/s
Grain exchange time: 281.4 h
Exchange model, fast limit: 449.2 h
Exchange model, actual rate: 428.5 h
Exchange model, frozen limit: 387.9 h
Stress if lost Cu is uncompensated: 106.5 MPa
Its Cu-retention time shift: +14.5 %
Its critical-length time shift: -21.8 %
Residual-Cu stress effect, storage bound: 0.58 %
Metal, oxide thickness: 0.5, 1.0 um
Oxide thermal conductivity: 1.4 W/(m K)
Joule heating: 1.79 K; time shift: -10.9 %
Protected/free Al mobility for 50 nm drift: 1.26e-03
Use condition: 378 K, 0.3 MA/cm2
Use critical length: 44.2 um; front: 95.1 um
Use incubation time: 1.070e+07 h = 1221 years
\end{verbatim}
